\section*{Uniform-gas exchange in HLE16 and its effect on gaps}

\section*{Problem}

The HCTH/407 functional has a semilocal exchange energy of the form
\begin{equation}
E_x^{\rm HCTH}=-A\sum_\sigma\int n_\sigma^{4/3}\,g(u_\sigma)\,d^3r,
\qquad A=\frac{3}{4\pi}(6\pi^2)^{1/3},
\label{eq:hcth}
\end{equation}
where $n_\sigma$ is the density of spin $\sigma$ and
\begin{equation}
g(u)=\sum_{i=0}^{4}c_iu^i,\qquad
u_\sigma=\frac{\gamma x_\sigma^2}{1+\gamma x_\sigma^2},\qquad
x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}},\qquad \gamma=0.004 .
\end{equation}
The published coefficients are
\[
c_0=1.08184,\quad c_1=-0.518339,\quad c_2=3.42562,\quad c_3=-2.62901,\quad c_4=2.28855 .
\]
HLE16 multiplies this exchange by 1.25 and the HCTH/407 correlation by 0.5. Hartree atomic units are used, with orbital energies and gaps in eV.

\begin{enumerate}
\item[(a)] Derive the true exchange energy of a uniform electron gas of any spin polarization. By what percentage does HLE16 miss it, and how much of the error was already present in HCTH/407?
\item[(b)] Does a density gradient remove the enhancement over local exchange? Does the halved correlation cancel the error in the total energy of the gas?
\item[(c)] Show to first order, at frozen density, how a factor on the exchange potential changes an orbital gap. Apply the result to a BF$_3$ molecule and compare it with self-consistent gaps.
\item[(d)] Is the error in the uniform gas the price of the larger gap?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The uniform gas}

In a uniform gas the electrons of spin $\sigma$ fill the plane waves with $k<k_\sigma$. Their density matrix at separation $r$, with $y=k_\sigma r$, is
\begin{align}
\rho_\sigma(r)&=\int_{k<k_\sigma}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}
=\frac{1}{2\pi^2}\int_0^{k_\sigma}k^2\,\frac{\sin kr}{kr}\,dk\nonumber\\
&=\frac{\sin y-y\cos y}{2\pi^2r^3}
=\frac{k_\sigma^3}{2\pi^2}\,\frac{j_1(y)}{y},
\qquad j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y}.
\end{align}
Since $j_1(y)/y\to1/3$ as $y\to0$, the density is $n_\sigma=\rho_\sigma(0)=k_\sigma^3/(6\pi^2)$.

Exchange acts between electrons of equal spin. Its energy per volume in one spin channel is
\begin{align}
e_\sigma&=-\frac12\int\frac{\rho_\sigma(r)^2}{r}\,d^3r
=-\frac12\,4\pi\,\frac{k_\sigma^6}{4\pi^4}\int_0^\infty\frac{j_1(y)^2}{y^2}\,r\,dr\nonumber\\
&=-\frac{k_\sigma^4}{2\pi^3}\,I,\qquad I=\int_0^\infty\frac{j_1(y)^2}{y}\,dy,
\end{align}
where $r\,dr=y\,dy/k_\sigma^2$ was used. To find $I$, let $j_0=\sin y/y$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$, so that
\begin{equation}
\frac{d}{dy}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.
\end{equation}
The bracket falls from 1 at $y=0$ to 0 at infinity, hence $I=1/4$. Numerical quadrature gives 0.250000. Therefore
\begin{equation}
e_\sigma=-\frac{k_\sigma^4}{8\pi^3}=-\frac{3k_\sigma}{4\pi}\,n_\sigma=-A\,n_\sigma^{4/3},
\label{eq:true}
\end{equation}
with $k_\sigma=(6\pi^2n_\sigma)^{1/3}$ in the last step. The total is the sum over both spins.

In the uniform gas $\nabla n_\sigma=0$, so $u_\sigma=0$ and $g=c_0$. Comparing Eq.~(\ref{eq:hcth}) with Eq.~(\ref{eq:true}), each spin channel of HCTH/407 carries the factor $c_0$, and each channel of HLE16 the factor
\begin{equation}
F_0=1.25\,c_0=1.25\times1.08184=1.3523 .
\end{equation}
The factor is common to both channels and independent of $n_\sigma$, so it holds for every density and polarization. HLE16 overestimates the magnitude of uniform-gas exchange by 35.2 percent of the true value. The error splits as
\begin{equation}
F_0-1=(c_0-1)+0.25\,c_0=0.0818+0.2705 .
\end{equation}
About 8 points are inherited from HCTH/407 and 27 are added by the scaling. The excess would be 25 percent if the parent functional had the correct limit, $c_0=1$.

The full HLE16 energy gives an independent check. Exchange per electron grows as $1/r_s$ when the Wigner--Seitz radius $r_s$ shrinks, and correlation grows much more slowly. At $r_s=10^{-5}$ bohr the full exchange-correlation energy divided by the true exchange energy is 1.35230, both without polarization and at polarization 0.6.

\subsection*{(b) Gradients and correlation}

The coefficient $c_1$ is negative, so a weak gradient first lowers $g$. The second derivative is
\begin{equation}
g''(u)=2c_2+6c_3u+12c_4u^2=6.851-15.774\,u+27.463\,u^2 .
\end{equation}
Its discriminant, $15.774^2-4\times27.463\times6.851\approx-504$, is negative, so $g''>0$ throughout and $g$ has a single minimum. In terms of the usual reduced gradient $s=x_\sigma/[2(6\pi^2)^{1/3}]$ it lies at $s=0.609$, where $x_\sigma=4.75$ and $u=0.083$. There
\begin{equation}
1.25\,g=1.25\,(1.0818-0.0429+0.0234-0.0015+0.0001)=1.326 .
\end{equation}
At $s=1$ the factor is 1.369. By convexity, HLE16 exchange lies between 1.326 and 1.369 times local exchange for all $0\le s\le1$. The enhancement is thus not confined to the point of zero gradient.

Correlation offsets part of the error. Table~\ref{tab:ueg} compares HLE16 with true exchange plus the PW92 parametrization of correlation, for the unpolarized gas.

\begin{table}[h]
\centering
\begin{tabular}{lcc}
\hline
Energy (Ha per electron) & $r_s=2$ bohr & $r_s=5$ bohr\\
\hline
True exchange & $-0.2291$ & $-0.0916$\\
HLE16 exchange & $-0.3098$ & $-0.1239$\\
PW92 correlation & $-0.0448$ & $-0.0282$\\
HLE16 correlation & $-0.0196$ & $-0.0124$\\
\hline
\end{tabular}
\caption{Unpolarized uniform electron gas.}
\label{tab:ueg}
\end{table}

At $r_s=2$ bohr, HLE16 exchange is too negative by 0.0807 Ha, while its correlation is too weak by 0.0251 Ha. The sum of exchange and correlation remains too negative by 0.0556 Ha, which is 20 percent of the reference exchange-correlation energy. At $r_s=5$ bohr the excess is 14 percent. The figure of 35 percent therefore describes exchange alone; at these two densities the error of exchange and correlation together is smaller but is not cancelled. The noninteracting kinetic energy at a given density does not depend on the functional, so the total energy of the gas carries the same error in hartree. The percentages do not apply to the total energy, because it also contains the kinetic energy, which has the opposite sign.

\subsection*{(c) Response of an orbital gap}

Let $F$ be the Kohn--Sham matrix of HCTH/407 in a finite basis, $S$ the overlap matrix and $V$ the matrix of its exchange potential. Multiplying exchange by $a=1+\lambda$ at frozen density gives
\begin{equation}
(F+\lambda V-\varepsilon_iS)\,C_i=0,\qquad C_i^\dagger SC_i=1 .
\end{equation}
Differentiate with respect to $\lambda$ and multiply from the left by $C_i^\dagger$:
\begin{equation}
C_i^\dagger\left(V-\frac{d\varepsilon_i}{d\lambda}S\right)C_i
+C_i^\dagger(F+\lambda V-\varepsilon_iS)\frac{dC_i}{d\lambda}=0 .
\end{equation}
The matrices are Hermitian, so the second term vanishes by the eigenvalue equation. For nondegenerate frontier levels, with H the highest occupied and L the lowest empty orbital,
\begin{equation}
\frac{d\varepsilon_i}{d\lambda}=\langle i|v_x|i\rangle,\qquad
\frac{dE_{\rm gap}}{d\lambda}=\langle{\rm L}|v_x|{\rm L}\rangle-\langle{\rm H}|v_x|{\rm H}\rangle .
\label{eq:slope}
\end{equation}
To first order at frozen density, stronger exchange widens the gap when the occupied orbital feels the deeper exchange potential. If the empty orbital felt the deeper one, the same scaling would narrow it at this order.

The example is a planar BF$_3$ molecule with three equal B--F bonds of 1.31~\AA, in the def2-SVP basis. Geometry and basis are held fixed while the functional changes. With HCTH/407 orbitals the expectation values of $v_x$ are $-23.75$ eV for H and $-13.45$ eV for L. Equation~(\ref{eq:slope}) gives a slope of 10.30 eV, and diagonalization at $\lambda=\pm10^{-3}$ gives the same value. The first-order estimate for $\lambda=0.25$ is
\begin{equation}
\Delta E_{\rm gap}\approx0.25\times10.298\ {\rm eV}=2.57\ {\rm eV}.
\end{equation}

The self-consistent change is much smaller. HCTH/407 places H at $-9.98$ eV and L at $-0.15$ eV, a gap of 9.83 eV. HLE16 places them at $-12.61$ and $-1.82$ eV, a gap of 10.80 eV. Both levels fall, the occupied one further, and the gap grows by 0.97 eV. Scaling exchange alone gives $+1.03$ eV, and halving correlation alone gives $-0.04$ eV. Exchange is thus responsible for the opening, but only about 40 percent of the frozen-density estimate survives. Higher orders in $\lambda$ are not the cause: full diagonalization at frozen density and $\lambda=0.25$ gives $+2.78$ eV. The reduction arises because the density and the potential readjust in the self-consistent calculation, which the frozen-density estimate leaves out. Equation~(\ref{eq:slope}) gives the right direction here but not a usable size.

\subsection*{(d) In what sense it is a price}

Within this construction the link is direct: a constant factor $a$ on HCTH/407 exchange changes the potential that sets the gap, and it also sets the uniform limit to $a\,c_0$. One repair is to subtract $F_0-1=0.3523$ times local exchange from HLE16. The factor multiplying local exchange becomes $1.25\,g(u)-0.3523$, which equals 1 in the uniform gas and keeps the gradient dependence of HLE16. The self-consistent BF$_3$ gap then falls from 10.80 to 9.57 eV. The whole gain is lost, and for this repair the phrase ``the price of the larger gap'' is justified.

It is not a general law. Hartree--Fock theory uses the Fock exchange from which Eq.~(\ref{eq:true}) was derived, so its uniform-gas exchange is correct by construction. Its BF$_3$ gap in the same basis is 22.7 eV. A larger gap can therefore coexist with the correct limit. Fock exchange is not required for this: the semilocal meta-GGA exchange TASK with PW92 correlation also has the correct uniform limit, and its generalized Kohn--Sham gap for BF$_3$ in the same basis is 12.5 eV.

Nor does the 35 percent carry over to the molecule. With HCTH/407 orbitals, HCTH/407 exchange is $-33.579$ Ha and Fock exchange is $-34.192$ Ha. For the same orbitals the HLE16 excess is
\begin{equation}
\frac{1.25\times33.579}{34.192}-1=0.228,
\end{equation}
or 23 percent of Fock exchange. The difference from the gas can be traced. Since $g\ge1.326/1.25=1.061$ everywhere, the magnitude of local exchange in this molecule is at most $33.579/1.061=31.65$ Ha, at least 7 percent below Fock exchange. The enhancement in HCTH/407 makes up most of this deficit in BF$_3$, whereas in the uniform gas there is no deficit to make up.

\subsection*{Reading the result for a real material}

BF$_3$ serves as a boron source gas in ion implantation. The bond length used is a rounded, typical value, and the calculation describes one isolated molecule without vibrations. Adding diffuse functions (def2-SVPD) changes the gaps to 9.64 eV for HCTH/407 and 10.86 eV for HLE16, so the gain becomes 1.2 eV instead of 1.0 eV. The lowest empty orbital of HCTH/407 also changes character: it is antisymmetric about the molecular plane in def2-SVP but symmetric in def2-SVPD, while that of HLE16 is antisymmetric in both. The two gains therefore do not compare the same pairs of orbitals; measured to the antisymmetric empty level in both functionals, the def2-SVPD gain is 0.95 eV. The individual levels shift more than the gaps, the HCTH/407 level H moving from $-9.98$ to $-10.46$ eV, and no larger basis was tried, so the second decimal of these values has meaning only within the stated basis. The 1.23 eV lost on restoring the uniform limit was obtained in def2-SVP. In def2-SVPD the repaired functional has a symmetric lowest empty orbital and a gap of 8.43 eV, a loss of 2.4 eV; measured to the antisymmetric level the loss is 1.1 eV.

The largest limitation is the meaning of the gap. A Kohn--Sham gap is not the energy difference between removing and adding an electron. The Hartree--Fock gap, 12 eV above that of HLE16, indicates how large the discrepancy may be; it is itself only a rough guide, because it omits orbital relaxation and correlation and its empty level depends on the basis. The BF$_3$ gain should not be transferred to a semiconductor, where the orbitals in Eq.~(\ref{eq:slope}) are different. What does transfer is the uniform limit. Where the density varies slowly ($s\lesssim0.3$), HLE16 exchange is about a third too strong, so a gap improved by this functional is no evidence that its total energies are reliable. The main computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Hole integral (no unit): 0.250000
HCTH/407 uniform exchange factor: 1.08184
HLE16 uniform exchange factor, formula: 1.35230
HLE16 uniform exchange factor, library: 1.35230
Same, spin polarization 0.6: 1.35230
HLE16 exchange excess: 35.23 percent
  inherited from HCTH/407: 8.18 points
  added by the factor 1.25: 27.05 points
Minimum HLE16 enhancement: 1.3263
  found at s = 0.609
HLE16 enhancement at s = 1: 1.3690
rs = 2 bohr: true exchange -0.22908 Ha/electron
  HLE16 exchange -0.30979 Ha/electron
  PW92 correlation -0.04476 Ha/electron
  HLE16 correlation -0.01964 Ha/electron
  total xc excess 20.30 percent
rs = 5 bohr: true exchange -0.09163 Ha/electron
  HLE16 exchange -0.12392 Ha/electron
  PW92 correlation -0.02822 Ha/electron
  HLE16 correlation -0.01240 Ha/electron
  total xc excess 13.74 percent
BF3 B-F length (rounded input): 1.31 angstrom
HCTH/407 HOMO: -9.975 eV
HCTH/407 LUMO: -0.150 eV
HLE16 HOMO: -12.613 eV
HLE16 LUMO: -1.815 eV
HCTH/407 gap, def2-SVP: 9.825 eV
HLE16 gap, def2-SVP: 10.798 eV
Gap change, HLE16 minus HCTH/407: 0.973 eV
Gap change, only exchange times 1.25: 1.032 eV
Gap change, only correlation halved: -0.035 eV
Gap, uniform exchange restored: 9.568 eV
Exchange potential in HOMO: -23.748 eV
Exchange potential in LUMO: -13.450 eV
Gap slope per unit exchange factor: 10.298 eV
Same slope by diagonalization: 10.298 eV
Frozen first-order gap change: 2.574 eV
BF3 HCTH/407 exchange energy: -33.5791 Ha
BF3 Fock exchange, same orbitals: -34.1918 Ha
BF3 HLE16 exchange excess: 22.76 percent
HCTH/407 gap, def2-SVPD: 9.642 eV
HLE16 gap, def2-SVPD: 10.858 eV
Gap change, def2-SVPD: 1.215 eV
Hartree-Fock gap, def2-SVP: 22.730 eV
\end{verbatim}
